# Susceptibility peak of the copper(II) acetate dimer from the Bleaney-Bowers equation: a program that tests the result

```python
"""
Result under test: two spins 1/2 with singlet-triplet gap D_gap > 0 have a molar
susceptibility (Bleaney-Bowers, per mole of copper)
    chi = mu0 N_A g^2 muB^2 / (k T (3 + exp(D_gap/kT)))
with one maximum, at k T_max = D_gap / (1 + W(3/e)), W = Lambert function.
For D_gap = 286 cm^-1 this is near 257 K.
Independent road: diagonalize the spin Hamiltonian in a field, average the
magnetic moment thermally, and find the peak of moment/field numerically.
Energies are in cm^-1, temperatures in K, fields in T, chi in m^3/mol (SI).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import lambertw

WAVENUMBER = const.h * const.c * 100.0              # joule per cm^-1
K_B = const.k / WAVENUMBER                          # cm^-1 per K
MU_B_J = const.physical_constants["Bohr magneton"][0]
MU_B = MU_B_J / WAVENUMBER                          # cm^-1 per T
CGS = 1.0e6 / (4.0 * np.pi)                         # m^3/mol -> cm^3/mol (cgs)

gap = 286.0
g_par, g_perp = 2.35, 2.07
g_powder = np.sqrt((g_par**2 + 2.0 * g_perp**2) / 3.0)
g_axes = (g_perp, g_perp, g_par)
g_iso = (g_powder,) * 3
small_field = 0.02

PAULI_HALF = [np.array([[0, 1], [1, 0]], complex) / 2,
              np.array([[0, -1j], [1j, 0]], complex) / 2,
              np.array([[1, 0], [0, -1]], complex) / 2]


def spin_operators(count):
    """Spin matrices [site][axis] for count spins 1/2."""
    result = []
    for site in range(count):
        left, right = np.eye(2**site), np.eye(2**(count - site - 1))
        result.append([np.kron(np.kron(left, s), right) for s in PAULI_HALF])
    return result


def dot(a, b):
    return sum(p @ q for p, q in zip(a, b))


def susceptibility(h_zero, spins, g_values, field=small_field):
    """Return chi(T) per mole of copper, averaged over the three axes."""
    data = []
    for axis in range(3):
        moment = -g_values[axis] * sum(s[axis] for s in spins)
        energy, vec = np.linalg.eigh(h_zero - MU_B * field * moment)
        level_moment = np.real(np.sum(vec.conj() * (moment @ vec), axis=0))
        data.append((energy - energy[0], level_moment))
    factor = const.mu_0 * const.N_A * MU_B_J / (field * len(spins))

    def chi(temp):
        total = 0.0
        for energy, level_moment in data:
            weight = np.exp(-energy / (K_B * temp))
            total += weight @ level_moment / weight.sum()
        return factor * total / 3.0
    return chi


def peak_temperature(chi):
    """Zero of the five-point numerical slope of chi(T)."""
    def slope(t):
        return (chi(t - 2) - 8 * chi(t - 1) + 8 * chi(t + 1)
                - chi(t + 2)) / 12 * 1e9
    return brentq(slope, 150.0, 450.0, xtol=1e-8)


pair = spin_operators(2)
exchange = dot(pair[0], pair[1])
h_dimer = gap * exchange

# Level scheme: one singlet, three triplet states above it by the gap
levels = np.linalg.eigvalsh(h_dimer)
assert np.allclose(levels, [-0.75 * gap] + [0.25 * gap] * 3, atol=1e-9)


# Bleaney-Bowers equation against thermal averages of the diagonalized model
def bleaney_bowers(temp):
    top = const.mu_0 * const.N_A * g_powder**2 * MU_B_J**2
    return top / (const.k * temp * (3.0 + np.exp(gap / (K_B * temp))))


chi_numeric = susceptibility(h_dimer, pair, g_axes)
for temp in (50.0, 100.0, 257.0, 300.0, 600.0):
    assert abs(chi_numeric(temp) / bleaney_bowers(temp) - 1) < 1e-6

# Position, uniqueness and height of the maximum
w_value = float(np.real(lambertw(3.0 / np.e)))
x_max = 1.0 + w_value
t_max = gap / (K_B * x_max)
t_numeric = peak_temperature(chi_numeric)
assert abs(t_numeric - t_max) < 0.01
assert round(t_numeric) == 257
scan = np.array([chi_numeric(t) for t in np.geomspace(40.0, 3000.0, 500)])
signs = np.sign(np.diff(scan))
assert signs[0] > 0 and signs[-1] < 0
assert np.count_nonzero(np.diff(signs)) == 1
chi_peak = (const.mu_0 * const.N_A * g_powder**2 * MU_B_J**2
            / (gap * WAVENUMBER) * np.exp(-x_max))
assert abs(chi_numeric(t_numeric) / chi_peak - 1) < 1e-6
# chi*T has no maximum: it rises throughout the scanned range
chi_t = scan * np.geomspace(40.0, 3000.0, 500)
assert np.all(np.diff(chi_t) > 0)

# Triplet population from the numerical levels
boltz = np.exp(-(levels - levels[0]) / (K_B * t_max))
triplet_share = boltz[1:].sum() / boltz.sum()
assert abs(triplet_share - 3 / (3 + np.exp(x_max))) < 1e-10

# Flatness near the peak
offset = 10.0
drop_formula = 0.5 * x_max * (offset / t_max)**2
drop_numeric = 1 - 0.5 * (chi_numeric(t_max - offset)
                          + chi_numeric(t_max + offset)) / chi_peak
assert abs(drop_numeric / drop_formula - 1) < 0.03

# Uncoupled copper spins as an impurity
rho = 0.01
single = spin_operators(1)
chi_single = susceptibility(np.zeros((2, 2)), single, g_axes)
t_impure = peak_temperature(
    lambda t: (1 - rho) * chi_numeric(t) + rho * chi_single(t))
shift_impure = t_impure - t_numeric
shift_impure_formula = -t_max * rho / (1 - rho) * np.exp(x_max) / 4
assert abs(shift_impure / shift_impure_formula - 1) < 0.10

# Gap drifting with temperature, equal to the stated gap at t_max
drift = -1.0e-4


def chi_drifting(temp):
    gap_now = gap * (1 + drift * (temp - t_max))
    return susceptibility(gap_now * exchange, pair, g_axes)(temp)


shift_drift = peak_temperature(chi_drifting) - t_numeric
shift_drift_formula = -drift * t_max**2 / x_max
assert abs(shift_drift / shift_drift_formula - 1) < 0.10

# Zero-field splitting of the triplet, both signs
zfs = 0.34
total_spin = [pair[0][a] + pair[1][a] for a in range(3)]
zfs_operator = (total_spin[2] @ total_spin[2]
                - dot(total_spin, total_spin) / 3)
shift_zfs = [peak_temperature(susceptibility(
    h_dimer + sign * zfs * zfs_operator, pair, g_axes)) - t_numeric
    for sign in (1, -1)]
assert max(abs(s) for s in shift_zfs) < 0.2

# Finite measuring field, isotropic g so that the axis average is exact
t_iso = peak_temperature(susceptibility(h_dimer, pair, g_iso))
strong_field = 1.0
shift_field = peak_temperature(
    susceptibility(h_dimer, pair, g_iso, strong_field)) - t_iso
assert abs(shift_field) < 0.1

# Two dimers joined by a weak exchange: peak shift is of second order
four = spin_operators(4)
h_two = gap * (dot(four[0], four[1]) + dot(four[2], four[3]))
link = dot(four[1], four[2])
j_link = 2.0
chi_link = susceptibility(h_two + j_link * link, four, g_iso)
shift_link = peak_temperature(chi_link) - t_iso
shift_link_double = peak_temperature(
    susceptibility(h_two + 2 * j_link * link, four, g_iso)) - t_iso
assert abs(shift_link_double / shift_link - 4) < 0.5
height_link = chi_link(t_max) / chi_peak - 1

# Rough temperature-independent term, given in cgs and converted
tip_cgs = 60e-6
tip = tip_cgs / CGS
t_tip = peak_temperature(lambda t: chi_numeric(t) + tip)
assert abs(t_tip - t_numeric) < 1e-3

room = 298.15
print(f"singlet-triplet gap: {gap:.0f} cm^-1")
print(f"Boltzmann constant: {K_B:.6f} cm^-1/K")
print(f"gap divided by k: {gap / K_B:.2f} K")
print(f"g parallel, g perpendicular: {g_par:.2f}, {g_perp:.2f}")
print(f"powder g: {g_powder:.4f}")
print(f"3/e: {3 / np.e:.5f}")
print(f"W(3/e): {w_value:.5f}")
print(f"x at maximum: {x_max:.5f}")
print(f"exp(x) at maximum: {np.exp(x_max):.4f}")
print(f"T_max from formula: {t_max:.2f} K")
print(f"T_max from diagonalization: {t_numeric:.2f} K")
print(f"T_max in Celsius: {t_max - const.zero_Celsius:.1f} C")
print(f"T_max change per cm^-1 of gap: {t_max / gap:.4f} K")
print(f"T_max if 286 is misread as |J| in -2J: {2 * t_max:.1f} K")
print(f"peak chi per mol Cu: {chi_peak * 1e9:.3f} 1e-9 m^3/mol")
print(f"peak chi per mol Cu, cgs: {chi_peak * CGS * 1e6:.1f} 1e-6 cm^3/mol")
print(f"triplet population at peak: {100 * triplet_share:.2f} %")
print(f"room temperature: {room:.2f} K")
print(f"chi at room temperature: {chi_numeric(room) * 1e9:.3f} 1e-9 m^3/mol")
print(f"offset for flatness: {offset:.0f} K")
print(f"mean drop at offset, diagonalization: {100 * drop_numeric:.4f} %")
print(f"mean drop at offset, formula: {100 * drop_formula:.4f} %")
print(f"uncoupled copper fraction: {100 * rho:.1f} %")
print(f"peak shift, uncoupled copper: {shift_impure:.2f} K")
print(f"same, first-order formula: {shift_impure_formula:.2f} K")
print(f"assumed gap drift: {100 * drift * 100:.1f} % per 100 K")
print(f"peak shift, gap drift: {shift_drift:.2f} K")
print(f"same, first-order formula: {shift_drift_formula:.2f} K")
print(f"zero-field splitting magnitude: {zfs:.2f} cm^-1")
print(f"peak shift, positive splitting: {shift_zfs[0]:.4f} K")
print(f"peak shift, negative splitting: {shift_zfs[1]:.4f} K")
print(f"measuring field: {strong_field:.1f} T")
print(f"peak shift, measuring field: {shift_field:.4f} K")
print(f"coupling between dimers: {j_link:.1f} cm^-1")
print(f"peak shift, coupled dimers: {shift_link:.5f} K")
print(f"peak shift, doubled coupling: {shift_link_double:.5f} K")
print(f"chi change at T_max, coupled dimers: {100 * height_link:.3f} %")
print(f"temperature-independent term: {tip * 1e9:.3f} 1e-9 m^3/mol")
print(f"that term relative to peak chi: {100 * tip / chi_peak:.1f} %")
print("all tests passed")
```

It prints:

```
singlet-triplet gap: 286 cm^-1
Boltzmann constant: 0.695035 cm^-1/K
gap divided by k: 411.49 K
g parallel, g perpendicular: 2.35, 2.07
powder g: 2.1674
3/e: 1.10364
W(3/e): 0.60355
x at maximum: 1.60355
exp(x) at maximum: 4.9706
T_max from formula: 256.61 K
T_max from diagonalization: 256.61 K
T_max in Celsius: -16.5 C
T_max change per cm^-1 of gap: 0.8972 K
T_max if 286 is misread as |J| in -2J: 513.2 K
peak chi per mol Cu: 10.827 1e-9 m^3/mol
peak chi per mol Cu, cgs: 861.6 1e-6 cm^3/mol
triplet population at peak: 37.64 %
room temperature: 298.15 K
chi at room temperature: 10.648 1e-9 m^3/mol
offset for flatness: 10 K
mean drop at offset, diagonalization: 0.1220 %
mean drop at offset, formula: 0.1218 %
uncoupled copper fraction: 1.0 %
peak shift, uncoupled copper: -3.21 K
same, first-order formula: -3.22 K
assumed gap drift: -1.0 % per 100 K
peak shift, gap drift: 4.05 K
same, first-order formula: 4.11 K
zero-field splitting magnitude: 0.34 cm^-1
peak shift, positive splitting: 0.0089 K
peak shift, negative splitting: -0.0090 K
measuring field: 1.0 T
peak shift, measuring field: -0.0011 K
coupling between dimers: 2.0 cm^-1
peak shift, coupled dimers: -0.00074 K
peak shift, doubled coupling: -0.00296 K
chi change at T_max, coupled dimers: -0.070 %
temperature-independent term: 0.754 1e-9 m^3/mol
that term relative to peak chi: 7.0 %
all tests passed
```
